\section*{Comment on Replacing the Double-Hybrid Perturbative Term by MP2}

\section{The argument under review}

The manuscript obtains double-hybrid energies from an existing Hartree--Fock (HF) calculation. Its argument has three parts:
\begin{enumerate}
\item The perturbative term of B2PLYP has the algebraic form of the second-order M{\o}ller--Plesset (MP2) correlation energy. It may therefore be taken as $0.27\,E_{\rm MP2}$, with $E_{\rm MP2}$ from HF orbitals.
\item XYG3 needs the same MP2 energy with another weight, $0.3211$.
\item If hybrid orbitals were used instead, their smaller gaps would make the perturbative contribution to the total energy larger than the MP2 correlation energy.
\end{enumerate}

The first two parts treat a formula as if it were a number. The third does not distinguish a sum from the weighted sum that enters the energy. To assess them one must know which determinant and which one-particle energies enter the formula, and how much each matters.

\section{What second order contains}

I use atomic units in the algebra and real spin orbitals; $i,j$ are occupied and $a,b$ virtual. Let $\Phi$ be a determinant whose orbitals are eigenfunctions of a one-particle operator $F$ with eigenvalues $\epsilon_p$. Split the electronic Hamiltonian as
\begin{equation}
H(\lambda)=H_0+\lambda V,\qquad
H_0=\sum_p\epsilon_p n_p,\qquad V=H-H_0 ,
\end{equation}
where $n_p$ is the occupation operator and $\lambda=1$ restores $H$. Assume that $\Phi$ is the nondegenerate ground state of $H_0$. Expand the state as $\Phi+\lambda\Psi_1+\lambda^2\Psi_2+\dots$, with each correction orthogonal to $\Phi$, and the energy as $E^{(0)}+\lambda E^{(1)}+\lambda^2E^{(2)}+\dots$. The first two orders of the Schr\"odinger equation are
\begin{align}
(H_0-E^{(0)})\Psi_1&=(E^{(1)}-V)\Phi,\\
(H_0-E^{(0)})\Psi_2&=(E^{(1)}-V)\Psi_1+E^{(2)}\Phi .
\end{align}
Project the first equation on an excited determinant $\Phi_K$, with zeroth-order energy $E_K$. The term in $E^{(1)}$ vanishes by orthogonality, so the coefficient of $\Phi_K$ in $\Psi_1$ is $-V_{K0}/(E_K-E^{(0)})$. Project the second equation on $\Phi$. Its left side vanishes, and so does the term in $E^{(1)}$, leaving
\begin{equation}
E^{(2)}=\langle\Phi|V|\Psi_1\rangle
=-\sum_K\frac{|V_{K0}|^2}{E_K-E^{(0)}} .
\end{equation}
Since $H_0$ is diagonal, $V_{K0}=H_{K0}$ for $K\neq0$. The Hamiltonian has one- and two-electron parts, so $K$ is a single or a double excitation.

For a double excitation, $|H_{K0}|=|\langle ij||ab\rangle|$, where $\langle ij||ab\rangle=\langle ij|ab\rangle-\langle ij|ba\rangle$. The energy denominator is
\begin{equation}
\Delta_{ij}^{ab}=\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j .
\end{equation}
Distinct doubles have $i<j$ and $a<b$. Summing freely over all four indices counts each one four times, which gives a factor $1/4$:
\begin{equation}
E_2[\Phi,F]=-\frac14\sum_{ijab}
\frac{|\langle ij||ab\rangle|^2}{\Delta_{ij}^{ab}} .
\label{doubles}
\end{equation}
For a single excitation,
\begin{equation}
H_{K0}=h_{ai}+\sum_j\langle aj||ij\rangle
=\langle a|F_{\rm HF}[\Phi]|i\rangle ,
\end{equation}
where $h$ contains the kinetic energy and nuclear attraction, and $F_{\rm HF}[\Phi]$ is the Fock operator built from the occupied orbitals of $\Phi$. Therefore
\begin{equation}
E^{(2)}=E_2[\Phi,F]+E_S,\qquad
E_S=-\sum_{ia}
\frac{|\langle a|F_{\rm HF}[\Phi]|i\rangle|^2}{\epsilon_a-\epsilon_i}.
\label{singles}
\end{equation}

With a frozen core, excitations leave only valence orbitals, but the core remains in $F_{\rm HF}$. For HF orbitals $F=F_{\rm HF}$, its occupied--virtual elements vanish, and $E^{(2)}=E_2=E_{\rm MP2}$. Equation (\ref{doubles}) is thus a rule that needs two inputs, $\Phi$ and $F$; MP2 is its value for one choice of them.

\section{The inputs in a double hybrid}

The B2PLYP orbitals minimize a hybrid energy $E_s$ that does not contain $E_2$. Write $\gamma$ for the one-particle density matrix, $J$ for the Hartree operator and $K$ for the exact-exchange operator with its negative sign included. Then
\begin{equation}
E_s={\rm Tr}\,h\gamma+\tfrac12{\rm Tr}\,J\gamma
+\tfrac{a_x}{2}{\rm Tr}\,K\gamma+(1-a_x)E_x^{\rm sl}+E_c^{\rm sl},
\end{equation}
where ``sl'' means semilocal and $E_c^{\rm sl}$ includes its weights. Both $J$ and $K$ are linear in $\gamma$, and their trace forms are symmetric, so varying the two factors cancels each $1/2$. Hence $\delta E_s={\rm Tr}\,F_{\rm hyb}\delta\gamma$, with
\begin{equation}
F_{\rm hyb}=h+J+a_xK+(1-a_x)v_x+v_c .
\end{equation}
A small rotation by an angle $\kappa$ between $i$ and $a$ gives $\delta\gamma=\kappa(|a\rangle\langle i|+|i\rangle\langle a|)$ and $\delta E_s=2\kappa\langle a|F_{\rm hyb}|i\rangle$. At the minimum this element vanishes. It is the hybrid operator, and not $F_{\rm HF}$, that has no occupied--virtual coupling.

For B2PLYP, $a_x=0.53$, the semilocal exchange is B88 with weight $0.47$, and the correlation part is $0.73$ LYP. The energy is
\begin{equation}
E_{\rm B2PLYP}=E_s+0.27\,E_2[\Phi_{\rm B2},F_{\rm B2}] .
\end{equation}
XYG3 takes $\Phi$ and $F$ from B3LYP, for which $a_x=0.20$. It adds $0.3211\,E_2[\Phi_{\rm B3},F_{\rm B3}]$ to an energy evaluated with a functional different from the one that produced the orbitals.

Subtracting $F_{\rm HF}=h+J+K$ at the same determinant gives
\begin{equation}
F_{\rm hyb}-F_{\rm HF}=(1-a_x)(v_x-K)+v_c .
\label{shift}
\end{equation}
For B3LYP, $v_x$ is the normalized mixture of its semilocal exchange potentials. The limit $a_x=1$, $v_c=0$ recovers HF, and with it MP2.

Equation (\ref{shift}) has two consequences. Its occupied--virtual elements are minus those of $F_{\rm HF}$, because those of $F_{\rm hyb}$ vanish. They are generally nonzero, so $E_S$ does not vanish for a hybrid determinant. Double hybrids of this form omit $E_S$; their perturbative term is not even the complete second-order energy of their own reference.

The diagonal elements of (\ref{shift}) shift the levels. For an occupied orbital,
\begin{equation}
\langle i|K|i\rangle=-\sum_j\langle ij|ji\rangle
\end{equation}
contains the term $j=i$, which cancels the orbital's repulsion with itself in $J$. A virtual orbital has no such term. A semilocal potential acts on both as the same function of position for a given spin. Replacing part of $K$ by $v_x$ therefore removes a stabilization specific to occupied orbitals, while a virtual orbital acquires an attraction that $K$ did not supply in the same form. This suggests a smaller gap, but the sign still depends on the actual potentials and must be computed.

\section{Separating gaps from integrals}

Each distinct pair gap ($i<j$, $a<b$) occurs in four equal terms of the free sum in (\ref{doubles}), which cancels the factor $1/4$. At fixed integrals and positive denominators,
\begin{equation}
\frac{\partial |E_2|}{\partial\Delta_{ij}^{ab}}
=-\frac{|\langle ij||ab\rangle|^2}{(\Delta_{ij}^{ab})^2}\le0 ,
\end{equation}
so lowering a pair gap cannot reduce $|E_2|$. A change of functional also changes the orbitals, and this derivative alone does not settle the comparison. A useful measure of the integrals is
\begin{equation}
N=\frac14\sum_{ijab}|\langle ij||ab\rangle|^2 .
\end{equation}
It does not change when occupied orbitals are rotated among themselves. With $|i'\rangle=\sum_i|i\rangle U_{ii'}$ and $U$ orthogonal,
\begin{align}
\sum_{i'}|\langle i'j||ab\rangle|^2
&=\sum_{ik}\Big(\sum_{i'}U_{ii'}U_{ki'}\Big)
\langle ij||ab\rangle\langle kj||ab\rangle\nonumber\\
&=\sum_i|\langle ij||ab\rangle|^2 ,
\end{align}
because the bracket is $\delta_{ik}$. The same step applies to $j$, $a$ and $b$. With a frozen core the rotation stays within the valence-occupied space. Thus $N$ depends on the spaces defined by the determinant, not on the operator that selects orbitals within them.

Define an effective pair gap by
\begin{equation}
D_{\rm eff}=\frac{N}{|E_2|},\qquad
\frac{1}{D_{\rm eff}}=\Big\langle\frac1\Delta\Big\rangle ,
\end{equation}
where the average has weights $|\langle ij||ab\rangle|^2/(4N)$, which sum to one. For a hybrid and HF,
\begin{equation}
\frac{|E_2^{\rm hyb}|}{|E_{\rm MP2}|}
=\frac{N^{\rm hyb}}{N^{\rm HF}}\;
\frac{D_{\rm eff}^{\rm HF}}{D_{\rm eff}^{\rm hyb}} .
\label{factors}
\end{equation}
The first factor measures the change in total integral strength. The second measures the weighted gaps; its weights may also change.

\section{The chlorine atom}

The neutral chlorine atom provides a direct test. I take the doublet with its $\beta$ hole in $3p_z$, an unrestricted reference, a frozen $1s2s2p$ core and seven correlated electrons. Unless stated otherwise the basis is cc-pVTZ. B3LYP is the variant with VWN-RPA local correlation; the VWN5 variant changes its doubles sum by $0.0005$ eV.

The perturbation formula was tested separately in the small 6-31G basis with B3LYP orbitals. Differentiating full configuration-interaction energies with respect to $\lambda$ gives $E^{(2)}=-0.97611$ eV. The formula gives $-0.96215$ eV from doubles and $-0.01395$ eV from singles, together $-0.97610$ eV. The singles are needed for this agreement.

\subsection{The frontier levels}

At the B2PLYP determinant, (\ref{shift}) raises the highest occupied $\alpha$ level by $2.27$ eV and lowers the lowest empty one by $2.27$ eV. This accounts for a gap reduction of $4.54$ eV; the $\alpha$ gap goes from $25.79$ eV in HF to $21.25$ eV. For $\beta$ spin the shifts are $+2.09$ and $-3.49$ eV, a reduction of $5.58$ eV, and the gap goes from $12.11$ to $6.50$ eV. A small remainder is left because a hybrid eigenvalue minus its shift is $\langle p|F_{\rm HF}[\Phi_{\rm B2}]|p\rangle$ for a hybrid orbital $p$, which differs from the HF eigenvalue in both the determinant and the orbital.

With B3LYP the $\alpha$ and $\beta$ gaps are $18.03$ and $2.57$ eV. The corresponding shifts close them by $7.80$ and $9.62$ eV. These are $1.72$ times the B2PLYP reductions for both spins, close to the ratio of replaced exchange fractions, $0.80/0.47=1.70$. That is what (\ref{shift}) predicts if the exchange matrix elements are similar and $v_c$ contributes little to the gap. The $\alpha$ figures belong to this basis: the lowest empty $\alpha$ level is sensitive to diffuse functions, and in aug-cc-pVTZ the HF $\alpha$ gap is $16.6$ eV and the $\alpha$ ratio $1.80$, while the $\beta$ ratio is $1.71$.

\subsection{The unscaled sums}

The three sums are
\begin{align}
E_{\rm MP2}&=-4.297\ {\rm eV}=-0.1579\ {\rm hartree},\nonumber\\
E_2^{\rm B2PLYP}&=-5.202\ {\rm eV}=-0.1912\ {\rm hartree},\\
E_2^{\rm B3LYP}&=-6.104\ {\rm eV}=-0.2243\ {\rm hartree}.\nonumber
\end{align}
Relative to MP2, the magnitude is $21\%$ larger with B2PLYP orbitals and $42\%$ larger with B3LYP orbitals. The step from B2PLYP to B3LYP is a further $17\%$. The manuscript's first two claims therefore fail for this atom by far more than a rounding error.

The effective pair gaps are $94.0$ eV for HF, $78.5$ eV for B2PLYP and $67.3$ eV for B3LYP. Equation (\ref{factors}) becomes
\begin{align}
\text{B2PLYP:}\quad&1.0104\times1.1979=1.2104,\nonumber\\
\text{B3LYP:}\quad&1.0168\times1.3968=1.4203 .
\end{align}
The integral strength rises by $1$--$2\%$; the gap factor supplies most of the increase.

A pair gap is the sum of two one-particle gaps. The HF value of $94.0$ eV exceeds even twice the larger frontier gap, $2\times25.8=51.6$ eV, so excitations involving deeper occupied or higher virtual orbitals must carry substantial weight. The effective gaps also fall by more than twice the frontier reductions: $15.5$ eV for B2PLYP, against at most $2\times5.58=11.2$ eV. One possible contribution appears in a model in which all pair gaps fall by the same amount $\delta$ at fixed weights. With $x=1/(\Delta-\delta)$ and $D_{\rm eff}=1/\langle x\rangle$,
\begin{equation}
\frac{dD_{\rm eff}}{d\delta}
=-\frac{\langle x^2\rangle}{\langle x\rangle^2}\le-1 ,
\end{equation}
since $\langle x^2\rangle-\langle x\rangle^2$ is a variance. A harmonic mean thus falls at least as fast as the gaps themselves. The real shifts are not uniform, and this effect is not the main one here. The arithmetic mean of the pair gaps, with each set of orbitals carrying its own weights, has no such amplification and already falls by $14.9$ eV for B2PLYP. With the HF orbitals and weights held fixed, the diagonal elements of (\ref{shift}) lower it by $13.9$ eV, of which $5.3$ eV comes from rising occupied levels and $8.6$ eV from falling virtual ones. The pair gaps that carry the weight therefore fall by more than the frontier ones.

\subsection{Changing one input at a time}

A referee's objection to (\ref{factors}) could be that the weights in $D_{\rm eff}$ also depend on the orbitals. The two inputs can be exchanged separately. For each determinant, the chosen operator is evaluated at that determinant's density and diagonalized within the valence-occupied and virtual spaces. This leaves the determinant unchanged. The results in eV are:
\begin{center}
\begin{tabular}{lcc}
 & B2PLYP & B3LYP\\
HF determinant, HF operator & $-4.297$ & $-4.297$\\
HF determinant, hybrid operator & $-5.151$ & $-6.007$\\
hybrid determinant, HF operator & $-4.340$ & $-4.368$\\
hybrid determinant, hybrid operator & $-5.202$ & $-6.104$
\end{tabular}
\end{center}
In the mixed rows the occupied--virtual part of the operator is disregarded; they are diagnostic values of the doubles sum, not energies of a named method.

For B2PLYP, changing the operator contributes $-0.85$ eV if done first and $-0.86$ eV if done last. Changing the determinant contributes $-0.04$ or $-0.05$ eV. For B3LYP the operator contributes $-1.71$ or $-1.74$ eV, and the determinant $-0.07$ or $-0.10$ eV. In either order the operator, through the one-particle energies and the orbitals it selects within fixed spaces, dominates. Since $N$ is fixed in such a step, the change in $|E_2|$ is entirely a change in $D_{\rm eff}$.

B2PLYP and B3LYP differ in correlation as well as exchange. To isolate the latter, I kept the $0.73$ LYP of the B2PLYP orbital calculation and changed its exchange to $20\%$ exact and $80\%$ B88. The sum became $-6.093$ eV. This change of $-0.89$ eV nearly reproduces the $-0.90$ eV difference between the B2PLYP and B3LYP results. In this atom the further increase in XYG3 is therefore due mainly to the smaller fraction of exact exchange in its orbital calculation.

\section{The term that enters the energy}

The third claim in the manuscript overlooks the weights. The actual contributions are
\begin{align}
\text{B2PLYP:}\quad&0.27\times(-5.202)=-1.40\ {\rm eV},\nonumber\\
\text{XYG3:}\quad&0.3211\times(-6.104)=-1.96\ {\rm eV}.
\end{align}
They are $33\%$ and $46\%$ of the MP2 correlation energy. For a weight $c$, the contribution exceeds MP2 in magnitude only if $|E_2|/|E_{\rm MP2}|>1/c$. The thresholds are $3.70$ for B2PLYP and $3.11$ for XYG3, well above the ratios found for this atom. They can be crossed when a gap nearly closes: for H$_2$ with restricted orbitals in cc-pVDZ the B3LYP-orbital ratio is $1.4$ at $0.74$~\AA, $3.8$ at $3$~\AA\ and $5.4$ at $5$~\AA, while the B2PLYP ratio reaches $2.0$ at $5$~\AA. The third claim therefore does not follow from smaller gaps alone, though it can hold in such cases.

Using MP2 in place of the correct sum gives $-1.16$ eV for B2PLYP and $-1.38$ eV for XYG3. The resulting total energies are too high by
\begin{equation}
c\,(E_{\rm MP2}-E_2)=
\begin{cases}
0.24\ {\rm eV}&\text{B2PLYP},\\
0.58\ {\rm eV}&\text{XYG3},
\end{cases}
\end{equation}
relative to the energies defined by these methods with the same orbitals, basis and frozen core. These are $17\%$ and $30\%$ of the respective perturbative terms. They assume that the non-perturbative part is still evaluated with the hybrid orbitals. If it too is evaluated at the HF determinant, it changes by $+0.06$ eV for B2PLYP and $-0.08$ eV for XYG3, and the total errors become $0.31$ and $0.50$ eV. In a reaction energy the errors combine with the stoichiometric coefficients. They cancel if the weighted sum of $E_{\rm MP2}-E_2$ is the same for reactants and products, which the manuscript would have to demonstrate.

Adding the omitted singles would not repair the substitution. They are $-0.03$ eV for B2PLYP orbitals and $-0.10$ eV for B3LYP orbitals before any weighting. They make the second-order energy more negative, moving it further from MP2, and they are not part of the functionals considered here.

\section{Range of the conclusion}

In the larger cc-pVQZ basis the ratios to MP2 are $1.204$ and $1.409$, compared with $1.210$ and $1.420$ in cc-pVTZ. The trend is stable between these bases. The energies are less so: MP2 changes from $-4.30$ to $-4.76$ eV, and the B3LYP-orbital sum from $-6.10$ to $-6.71$ eV. None of these values is a basis-set limit. Adding one tight $d$ function (exponent $4.61$) to cc-pVTZ moves the B3LYP-orbital sum to $-6.18$ eV and its ratio to $1.433$. The frozen core also matters: with all electrons correlated in cc-pVTZ the ratios are $1.19$ and $1.38$, the substitution errors $0.27$ and $0.63$ eV, and the omitted singles $-0.06$ and $-0.19$ eV.

The percentages belong to this atom and must not be used as correction factors for other systems. For the Be atom in cc-pVTZ, with all electrons correlated, the ratios are $1.34$ and $1.81$. The integral factor in (\ref{factors}) can also differ more from one: for restricted H$_2$ at $3$~\AA\ in cc-pVDZ it is $1.11$ with B2PLYP and $1.19$ with B3LYP orbitals. If a pair gap approaches zero while its integral stays finite, the corresponding term in (\ref{doubles}) diverges. Hybrid eigenvalues reach that limit sooner than HF eigenvalues when they give smaller gaps. A larger $|E_2|$ is then a warning about the expansion, and in no case does its size alone show that more of the true correlation energy has been recovered.

The manuscript's energies need to be recomputed with the orbitals and eigenvalues prescribed by each functional. An HF-based MP2 energy may be reported beside them as a separate quantity, but it cannot supply their perturbative terms.

\section*{Table of computed values}
\begin{verbatim}
Cl atom, doublet, frozen 1s2s2p core, 7 correlated electrons
Check in 6-31G with B3LYP orbitals:
  second order from full CI derivative: -0.97611 eV
  doubles sum: -0.96215 eV; singles sum: -0.01395 eV
cc-pvtz, 34 basis functions:
  MP2 (HF orbitals): -4.2975 eV = -0.15793 hartree
  E2 (B2PLYP orbitals): -5.2018 eV = -0.19116 hartree, ratio to MP2 1.2104
    alpha gap: HF 25.785, B2PLYP 21.252 eV; shifts HOMO +2.268, LUMO -2.272 eV
    beta gap: HF 12.109, B2PLYP 6.504 eV; shifts HOMO +2.087, LUMO -3.493 eV
    E2[HF determinant, B2PLYP operator]: -5.1514 eV
    E2[B2PLYP determinant, HF operator]: -4.3400 eV
    operator effect, two orders: -0.8539, -0.8618 eV
    determinant effect, two orders: -0.0426, -0.0505 eV
    D_eff: HF 94.021, B2PLYP 78.485 eV
    integral factor 1.0104, gap factor 1.1979
    omitted singles: -0.03373 eV
    B2PLYP term, weight 0.27: -1.4045 eV
    same weight times MP2: -1.1603 eV; substitution error +0.2442 eV
  E2 (B3LYP orbitals): -6.1039 eV = -0.22431 hartree, ratio to MP2 1.4203
    alpha gap: HF 25.785, B3LYP 18.034 eV; shifts HOMO +3.899, LUMO -3.896 eV
    beta gap: HF 12.109, B3LYP 2.574 eV; shifts HOMO +3.603, LUMO -6.012 eV
    E2[HF determinant, B3LYP operator]: -6.0071 eV
    E2[B3LYP determinant, HF operator]: -4.3679 eV
    operator effect, two orders: -1.7096, -1.7360 eV
    determinant effect, two orders: -0.0705, -0.0968 eV
    D_eff: HF 94.021, B3LYP 67.310 eV
    integral factor 1.0168, gap factor 1.3968
    omitted singles: -0.10078 eV
    XYG3 term, weight 0.3211: -1.9600 eV
    same weight times MP2: -1.3799 eV; substitution error +0.5800 eV
  E2 ratio, B3LYP to B2PLYP orbitals: 1.1734
  E2, B2PLYP recipe with 20% exact exchange: -6.0925 eV
cc-pvqz, 59 basis functions:
  MP2 (HF orbitals): -4.7587 eV = -0.17488 hartree
  E2 (B2PLYP orbitals): -5.7313 eV = -0.21062 hartree, ratio to MP2 1.2044
  E2 (B3LYP orbitals): -6.7064 eV = -0.24645 hartree, ratio to MP2 1.4093
  E2 ratio, B3LYP to B2PLYP orbitals: 1.1701
\end{verbatim}
